# Counting magnesium-25 neighbours of F-plus centres in MgO: a program that tests the result

```python
"""
Result under test: an F-plus centre (one electron in an oxygen vacancy) in bulk
MgO has six nearest Mg sites. With a fraction p = 0.10 of magnesium-25, the
probability of k magnetic neighbours is P(k) = C(6,k) p^k (1-p)^(6-k), so
P(0) is about 53 percent and P(1) about 35 percent.

Symbols: a = isotropic hyperfine coupling, b = dipolar coupling,
quad = quadrupole coupling, r = Mg-vacancy distance, m = nuclear spin projection.
Energies in the spin Hamiltonian are frequencies in MHz.
Material parameters are rough typical values or trial values, as labelled.
"""
import itertools
from math import comb, sqrt
import numpy as np
from scipy import constants as const

p = 0.10
q = 1 - p


def binomial(k, sites=6, prob=p):
    return comb(sites, k) * prob**k * (1 - prob)**(sites - k)


P = np.array([binomial(k) for k in range(7)])

# Neighbour shells from lattice geometry; an oxygen vacancy is at the origin.
shells = {}
first_shell = []
for site in itertools.product(range(-2, 3), repeat=3):
    d2 = sum(x * x for x in site)
    if 0 < d2 <= 3:
        species = "Mg" if sum(site) % 2 else "O"
        shells[(d2, species)] = shells.get((d2, species), 0) + 1
        if d2 == 1:
            first_shell.append(site)
assert shells == {(1, "Mg"): 6, (2, "O"): 12, (3, "Mg"): 8}
surface_neighbours = sum(site[2] <= 0 for site in first_shell)
assert surface_neighbours == 5

# Enumerate every assignment of three isotopes to six sites.
abundance = {24: 0.79, 25: p, 26: 0.11}
enumerated = np.zeros(7)
for isotopes in itertools.product(abundance, repeat=len(first_shell)):
    weight = np.prod([abundance[i] for i in isotopes])
    enumerated[isotopes.count(25)] += weight
assert np.allclose(enumerated, P, atol=1e-12)
assert round(100 * enumerated[0]) == 53
assert round(100 * enumerated[1]) == 35
assert abs(np.dot(np.arange(7), enumerated) - 6 * p) < 1e-12

# Numerical derivative against the sensitivity formula.
step = 1e-5
slope_numeric = (binomial(0, prob=p + step) - binomial(0, prob=p - step)) / (2 * step)
slope = -6 * q**5
assert abs(slope_numeric - slope) < 1e-6

# Random film: periodic in the plane, open at its two surfaces.
r_nm = 0.21
thickness_nm = 20.0
layers = round(thickness_nm / r_nm)
width = 130
rng = np.random.default_rng(12)
x, y, z = np.ogrid[:width, :width, :layers]
is_mg = (x + y + z) % 2 == 0
magnetic = (is_mg & (rng.random((width, width, layers)) < p)).astype(np.int8)
count = sum(np.roll(magnetic, s, axis=ax) for ax in (0, 1) for s in (-1, 1))
count[:, :, 1:] += magnetic[:, :, :-1]
count[:, :, :-1] += magnetic[:, :, 1:]
oxygen = ~is_mg
inner = count[:, :, 1:-1][oxygen[:, :, 1:-1]]
outer = count[:, :, [0, -1]][oxygen[:, :, [0, -1]]]
sampled = np.array([np.mean(inner == k) for k in (0, 1)])
sampled_surface = np.mean(outer == 0)
P0_surface = binomial(0, sites=surface_neighbours)
# Tolerances cover sampling noise, including Mg sites shared by oxygen sites.
assert np.all(abs(sampled - P[:2]) < 0.006)
assert abs(sampled_surface - P0_surface) < 0.03
surface_fraction = 2 / layers
P0_film = (1 - surface_fraction) * P[0] + surface_fraction * P0_surface

# Full first-order line pattern: seven states per site, one of them nonmagnetic.
twice_m = np.array([0, -5, -3, -1, 1, 3, 5])
state_weight = np.array([q] + [p / 6] * 6)
total = np.array([0])
weight = np.array([1.0])
for _ in range(6):
    total = np.add.outer(total, twice_m).ravel()
    weight = np.multiply.outer(weight, state_weight).ravel()
direct_pattern = np.bincount(total + 30, weights=weight, minlength=61)

kernel = np.zeros(11)
kernel[::2] = 1 / 6


def group_pattern(k):
    result = np.array([1.0])
    for _ in range(k):
        result = np.convolve(result, kernel)
    return np.pad(result, 30 - 5 * k)


mixture = sum(P[k] * group_pattern(k) for k in range(7))
assert np.allclose(mixture, direct_pattern, atol=1e-12)
for k in range(1, 7):
    assert np.count_nonzero(group_pattern(k) > 1e-12) == 5 * k + 1
central, half_line, unit_line = direct_pattern[[30, 31, 32]]
assert central > P[0]
single_line = P[1] / 6
assert abs(enumerated[1] / 6 / enumerated[0] - p / q) < 1e-12

# Spin Hamiltonian, used to check the first-order line picture.
h = const.h
mu_B = const.physical_constants["Bohr magneton"][0]
mu_N = const.physical_constants["nuclear magneton"][0]
g = 2.0
g_n = -0.34
field_T = 0.340
a_mT = 0.4
MHz_per_mT = g * mu_B * 1e-3 / h / 1e6
nu_e = MHz_per_mT * field_T * 1e3
nu_n = g_n * mu_N * field_T / h / 1e6
a = -a_mT * MHz_per_mT
b = (const.mu_0 / (4 * const.pi) * g * mu_B * g_n * mu_N
     / (r_nm * 1e-9)**3 / h / 1e6)
b_mT = abs(b) / MHz_per_mT
quad = 0.1


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


def epr_lines(cosines, dipolar, quadrupole):
    """Frequencies and normalized weights; field lies along z."""
    dims = [2] + [6] * len(cosines)

    def embed(op, slot):
        out = np.eye(1)
        for i, dim in enumerate(dims):
            out = np.kron(out, op if i == slot else np.eye(dim))
        return out

    S = [embed(op, 0) for op in spin_matrices(0.5)]
    H = nu_e * S[2].astype(complex)
    for i, c in enumerate(cosines):
        I = [embed(op, i + 1) for op in spin_matrices(2.5)]
        u = np.array([sqrt(max(0, 1 - c * c)), 0, c])
        tensor = a * np.eye(3) + dipolar * (3 * np.outer(u, u) - np.eye(3))
        H -= nu_n * I[2]
        for s in range(3):
            for t in range(3):
                H += tensor[s, t] * S[s] @ I[t]
        along = sum(u[t] * I[t] for t in range(3))
        H += quadrupole * (3 * along @ along - 8.75 * np.eye(len(H)))
    energy, vectors = np.linalg.eigh(H)
    n = len(energy) // 2
    strength = abs(vectors[:, n:].conj().T @ S[0] @ vectors[:, :n])**2
    frequency = energy[n:, None] - energy[None, :n]
    return frequency.ravel(), (strength / strength.sum()).ravel()


def main_six(cosine):
    freq, strength = epr_lines([cosine], b, quad)
    strongest = np.argsort(strength)[-6:]
    return np.sort(freq[strongest]), strength[strongest].sum()


# All six neighbour axes are equivalent when the field is along [111].
field_direction = np.ones(3) / sqrt(3)
cos_squared = (np.array(first_shell) @ field_direction)**2
assert np.allclose(cos_squared, 1 / 3)
lines, allowed_share = main_six(1 / sqrt(3))
ideal = nu_e + abs(a) * np.arange(-2.5, 3)
shift_mT = np.max(abs(lines - ideal)) / MHz_per_mT
assert shift_mT < 0.05 * a_mT
assert allowed_share > 0.85

# Along [100], dipolar coupling makes two kinds of neighbour.
spacing = {}
for cosine, expected in ((1.0, abs(a + 2 * b)), (0.0, abs(a - b))):
    freq, _ = main_six(cosine)
    spacing[cosine] = (freq[-1] - freq[0]) / 5 / MHz_per_mT
    assert abs(spacing[cosine] - expected / MHz_per_mT) < 0.02 * a_mT

# Two equivalent nuclei: diagonalization against the eleven-line pattern.
freq, strength = epr_lines([1.0, 1.0], 0.0, 0.0)
bins = np.rint((freq - nu_e) / abs(a)).astype(int)
pair = np.array([strength[bins == j].sum() for j in range(-5, 6)])
assert np.allclose(pair, group_pattern(2)[20:41:2], atol=1e-3)

# Other neglected effects.
third_shell = 1 - q**shells[(3, "Mg")]
oxygen17 = 0.0004
second_shell = 1 - (1 - oxygen17)**shells[(2, "O")]
temperature = 300.0
nuclear_spread = 5 * (abs(a) / 2 + abs(nu_n)) * 1e6
population_bias = 1 - np.exp(-h * nuclear_spread / (const.k * temperature))
assert population_bias < 1e-4

# Isotope sorting: harmonic Mg vibration, softer beside the vacancy.
anneal_K = 1500.0
phonon_meV = 50.0
softening = 0.5
x24 = phonon_meV * 1e-3 * const.e / (const.k * anneal_K)


def log_Z(stiffness, mass):
    return -3 * np.log(2 * np.sinh(x24 * sqrt(stiffness * 24 / mass) / 2))


log_bias = (log_Z(softening, 25) - log_Z(softening, 24)
            - log_Z(1, 25) + log_Z(1, 24))
odds = p / q * np.exp(log_bias)
p_sorted = odds / (1 + odds)
sorting_change = binomial(0, prob=p_sorted) - P[0]
assert abs(sorting_change) < 0.001


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Mg-25 abundance", 100 * p, "%", 1)
print("Nearest Mg sites:", shells[(1, "Mg")])
for k in range(4):
    show(f"Centres with {k} magnetic neighbours", 100 * P[k], "%")
show("Centres with 2 or more", 100 * (1 - P[0] - P[1]), "%")
show("Mean number of magnetic neighbours", 6 * p, "", 2)
show("Ratio P(1)/P(0)", P[1] / P[0])
show("Random lattice, none", 100 * sampled[0], "%", 2)
show("Random lattice, exactly one", 100 * sampled[1], "%", 2)
show("Slope dP(0)/dp", slope)
for trial in (0.099, 0.101):
    show(f"P(0) at p={trial}", 100 * binomial(0, prob=trial), "%", 2)
    show(f"P(1) at p={trial}", 100 * binomial(1, prob=trial), "%", 2)
show("Film thickness", thickness_nm, "nm", 1)
show("Mg-vacancy distance, rough", r_nm, "nm", 2)
print("Atomic layers in film:", layers)
show("Share of sites in surface layers", 100 * surface_fraction, "%", 2)
show("P(0) for a surface centre", 100 * P0_surface, "%", 2)
show("P(0) averaged over film", 100 * P0_film, "%", 2)
show("Magnetic field", field_T * 1e3, "mT", 0)
show("g factor, rounded", g, "", 1)
show("Electron resonance frequency", nu_e / 1e3, "GHz", 3)
show("Hyperfine splitting |a|, rough", a_mT, "mT", 2)
show("Hyperfine splitting |a|", abs(a), "MHz", 2)
show("One of six lines from k=1", 100 * single_line, "% of total")
show("Its ratio to the k=0 line", single_line / P[0])
show("Whole central line", 100 * central, "% of total")
show("Whole line at a/2", 100 * half_line, "% of total")
show("Whole line at a", 100 * unit_line, "% of total")
show("Whole a/2 line over central line", half_line / central)
show("Point-dipole coupling |b|", b_mT, "mT")
show("Splitting, field along neighbour axis", spacing[1.0], "mT")
show("Splitting, field across neighbour axis", spacing[0.0], "mT")
show("Trial quadrupole coupling", quad, "MHz", 2)
show("Largest line shift, field on [111]", shift_mT, "mT", 5)
show("Weight kept by six main lines", 100 * allowed_share, "%", 2)
show("Chance of Mg-25 in third shell", 100 * third_shell, "%", 2)
show("O-17 abundance, rough", 100 * oxygen17, "%", 2)
show("Chance of O-17 in second shell", 100 * second_shell, "%", 2)
show("Temperature of use", temperature, "K", 0)
print(f"Largest nuclear population bias: {population_bias:.2e}")
show("Anneal temperature", anneal_K, "K", 0)
show("Mg vibration quantum, rough", phonon_meV, "meV", 0)
show("Trial spring-constant ratio", softening, "", 2)
show("Change of P(0) by isotope sorting", 100 * sorting_change, "% points")
print("finished without a failed check")
```

It prints:

```
Mg-25 abundance: 10.0 %
Nearest Mg sites: 6
Centres with 0 magnetic neighbours: 53.1441 %
Centres with 1 magnetic neighbours: 35.4294 %
Centres with 2 magnetic neighbours: 9.8415 %
Centres with 3 magnetic neighbours: 1.4580 %
Centres with 2 or more: 11.4265 %
Mean number of magnetic neighbours: 0.60
Ratio P(1)/P(0): 0.6667
Random lattice, none: 53.07 %
Random lattice, exactly one: 35.49 %
Slope dP(0)/dp: -3.5429
P(0) at p=0.099: 53.50 %
P(1) at p=0.099: 35.27 %
P(0) at p=0.101: 52.79 %
P(1) at p=0.101: 35.59 %
Film thickness: 20.0 nm
Mg-vacancy distance, rough: 0.21 nm
Atomic layers in film: 95
Share of sites in surface layers: 2.11 %
P(0) for a surface centre: 59.05 %
P(0) averaged over film: 53.27 %
Magnetic field: 340 mT
g factor, rounded: 2.0
Electron resonance frequency: 9.517 GHz
Hyperfine splitting |a|, rough: 0.40 mT
Hyperfine splitting |a|: 11.20 MHz
One of six lines from k=1: 5.9049 % of total
Its ratio to the k=0 line: 0.1111
Whole central line: 54.7980 % of total
Whole line at a/2: 6.0877 % of total
Whole line at a: 1.3800 % of total
Whole a/2 line over central line: 0.1111
Point-dipole coupling |b|: 0.0185 mT
Splitting, field along neighbour axis: 0.4371 mT
Splitting, field across neighbour axis: 0.3821 mT
Trial quadrupole coupling: 0.10 MHz
Largest line shift, field on [111]: 0.01002 mT
Weight kept by six main lines: 94.28 %
Chance of Mg-25 in third shell: 56.95 %
O-17 abundance, rough: 0.04 %
Chance of O-17 in second shell: 0.48 %
Temperature of use: 300 K
Largest nuclear population bias: 5.18e-06
Anneal temperature: 1500 K
Mg vibration quantum, rough: 50 meV
Trial spring-constant ratio: 0.50
Change of P(0) by isotope sorting: 0.0119 % points
finished without a failed check
```
